\section*{Why energy sharing between electrons raises diffusive shot noise}

\section{Where the noise comes from}

\textbf{Q.} I have two wires of the same disordered metal, both cold. Theory gives the short one a Fano factor of $1/3$ and the longer one $\sqrt3/4$, the difference being electron--electron scattering. These collisions hardly change the resistance. Why should they change the noise?

\textbf{A.} They change how the electrons' energy is distributed, and impurity scattering turns that distribution into noise. Let $S$ be the single-sided, low-frequency current noise, and define $F$ by $S=2eF|I|$ when $eV\gg kT$. The wire has length $L$ much greater than the mean free path, many channels, and negligible weak localization. Its diffusivity $D$ and density of states $\nu$ (both spins, per volume) are constant over the energy range $eV$. Screening is good, and the terminal voltages are fixed.

Consider isotropic impurity scattering with time $\tau$. An electron leaving a collision with velocity component $v'_x$ travels on average $v'_x\tau$ before its direction is randomized. Without that collision it would have travelled $v_x\tau$. The event therefore displaces charge by $e\tau(v'_x-v_x)$, up to a sign that squares away.

I take the events as independent. They need a filled initial state and an empty final one, so their rate per volume and energy is $\nu f(1-f)/\tau$, where $f(E,x)$ is the nearly isotropic occupation. Independent impulses $q$ at rate $r$ have single-sided spectrum $2rq^2$. Since $v_x$ and $v'_x$ are uncorrelated,
\begin{equation}
\langle(v'_x-v_x)^2\rangle=2\langle v_x^2\rangle=\frac{2v^2}{3}.
\end{equation}
With $D=v^2\tau/3$ and $\sigma=e^2\nu D$, the source strength per volume is
\begin{equation}
2e^2\tau^2\,\frac{\nu}{\tau}\,\frac{2v^2}{3}\int f(1-f)\,dE
=4\sigma P,\qquad P=\int f(1-f)\,dE .
\end{equation}
For a slice of thickness $dx$ and area $A$, the source current is the volume-integrated current density divided by $dx$. Its spectrum is $4\sigma P A\,dx/dx^2=4P/dR$, with $dR=dx/(\sigma A)$.

\textbf{Q.} My amplifier sees the terminals, not a slice.

\textbf{A.} At low frequency the same fluctuation $\delta I$ passes through every slice. If slice $i$ has source $\delta I_i^s$ and fluctuating electrochemical potential drop $\delta u_i$ (in volts), then $R_i\delta I=R_i\delta I_i^s+\delta u_i$. Fixed terminals require $\sum_i\delta u_i=0$, so $\delta I=\sum_i(R_i/R)\delta I_i^s$. The sources are independent. With $s=x/L$,
\begin{equation}
S=\sum_i\frac{R_i^2}{R^2}\frac{4P_i}{R_i}
=\frac4R\int_0^1P(s)\,ds .
\label{eq:noise}
\end{equation}
In equilibrium $f(1-f)=-kT\,\partial f/\partial E$, hence $P=kT$ and $S=4kT/R$, the Johnson noise. At high bias, dividing by $2eI=2eV/R$ gives
\begin{equation}
F=\frac{2}{eV}\int_0^1P\,ds .
\label{eq:fano}
\end{equation}
So the question becomes how many states are partly filled.

\section{Electrons that keep their energy}

\textbf{Q.} What is $f$ in the short wire?

\textbf{A.} Let $L_{ee}$ be the distance an electron diffuses before exchanging energy of order $eV$ with others. For $L\ll L_{ee}$ each energy diffuses separately, so $f''=0$ and
\begin{equation}
f=(1-s)f_L+s f_R .
\end{equation}
Measure $E$ from the lower reservoir's Fermi level. For cold reservoirs, $f=1-s$ throughout $0<E<eV$, and elsewhere $f$ is zero or one. Thus $P=eV\,s(1-s)$, whose mean is $eV/6$. Equation~\eqref{eq:fano} gives $F=2/6=1/3$.

\textbf{Q.} My reservoirs are not at zero temperature.

\textbf{A.} Expanding the mixture gives
\begin{equation}
f(1-f)=(1-s)f_L(1-f_L)+s f_R(1-f_R)+s(1-s)(f_L-f_R)^2 .
\end{equation}
The first two terms integrate to $kT$. For the third, write
\begin{equation}
(f_L-f_R)^2=f_L(1-f_R)+f_R(1-f_L)-f_L(1-f_L)-f_R(1-f_R).
\end{equation}
For Fermi functions offset by $eV$, $f_R(1-f_L)=e^{-eV/kT}f_L(1-f_R)$. The difference of these products is $f_L-f_R$, which integrates to $eV$. Their sum therefore integrates to $eV(1+e^{-eV/kT})/(1-e^{-eV/kT})=eV\coth(eV/2kT)$. Since $\int_0^1s(1-s)ds=1/6$,
\begin{align}
\int_0^1P\,ds&=kT+\frac16\left[eV\coth\frac{eV}{2kT}-2kT\right],\\
S&=\frac{2}{3R}\left[4kT+eV\coth\frac{eV}{2kT}\right].
\label{eq:free}
\end{align}

\textbf{Q.} Does the one third need phase coherence?

\textbf{A.} The derivation used no phase. A coherent calculation can be compared with it: if the transmission eigenvalues are $T_n$, the zero-temperature result is $F=\sum T_n(1-T_n)/\sum T_n$. Twenty random wires, each with 80 channels and 40 barriers of transmission 0.80 separated by random channel mixing, gave $F=0.336\pm0.004$. The uncertainty is the standard error over samples.

\section{Electrons that share their energy}

\textbf{Q.} Now turn on the collisions. Do they not add noise of their own?

\textbf{A.} A collision that conserves the pair's total velocity does not kick the current. In a general band this can fail, but the direct effect remains small if impurity scattering is much faster than electron--electron scattering. What matters is the redistribution of energy.

The kinetic equation becomes $Df''+C[f]=0$. Number and energy conservation give $\int C\,dE=\int E\,C\,dE=0$. Define, with $\theta$ the unit step,
\begin{equation}
n=\int[f-\theta(-E)]dE,\qquad
w=\int E[f-\theta(-E)]dE .
\end{equation}
Both satisfy a source-free diffusion equation, $n''=w''=0$. For cold reservoirs their boundary values are $n(0)=eV$, $w(0)=(eV)^2/2$ and $n(1)=w(1)=0$. Hence $n=eV(1-s)$, which is also the local chemical potential $\mu$, and $w=(eV)^2(1-s)/2$. A cold distribution with the same number has energy $\mu^2/2$. The excess is
\begin{equation}
U=w-\frac{\mu^2}{2}
=\frac{(eV)^2}{2}\left[(1-s)-(1-s)^2\right]
=\frac{(eV)^2}{2}s(1-s).
\label{eq:energy}
\end{equation}
This holds with or without the collisions. They leave the local heat content $\nu U$ unchanged and alter its spread over energy.

\textbf{Q.} And strong collisions spread it into a Fermi function?

\textbf{A.} Yes, if $L_{ee}\ll L$ while $L$ remains much shorter than the electron--phonon length. A Fermi function at temperature $T_e$ has equal particle and hole contributions, so
\begin{equation}
U=2\int_0^\infty\frac{\varepsilon\,d\varepsilon}{e^{\varepsilon/kT_e}+1}
=\frac{\pi^2}{6}(kT_e)^2 .
\end{equation}
Equating this to \eqref{eq:energy} gives
\begin{equation}
P=kT_e=\frac{\sqrt3}{\pi}eV\sqrt{s(1-s)} .
\label{eq:temperature}
\end{equation}
The graph of $\sqrt{s(1-s)}$ is a semicircle of radius $1/2$, with area $\pi/8$. Therefore
\begin{equation}
F=2\,\frac{\sqrt3}{\pi}\,\frac{\pi}{8}=\frac{\sqrt3}{4}\simeq0.433 .
\end{equation}

The change is visible at one point. At $s=0.25$ the two-step distribution has $P/eV=0.1875$. Evolving it numerically with energy-conserving two-body collisions raised this to 0.2386; equation~\eqref{eq:temperature} predicts 0.2387. The noise source grew although no energy was added.

\textbf{Q.} Is this simply the increase of entropy?

\textbf{A.} Entropy drives $f$ towards a Fermi function, but $P$ is a different functional. The ratio of the two values of $P$ is
\begin{equation}
\frac{P_{\rm Fermi}}{P_{\rm two\mbox{-}step}}
=\frac{\sqrt3}{\pi\sqrt{s(1-s)}}\ge\frac{2\sqrt3}{\pi}\simeq1.10 ,
\end{equation}
so for cold reservoirs the final noise source is larger at every interior point. Yet the Fermi function does not maximize $P$ at fixed number and energy. Stationarity with two Lagrange multipliers requires $1-2f=\alpha+\beta E$, a linear ramp clipped at zero and one. It is the maximum because $f(1-f)$ is concave and the constraints are linear. With half-width $b$ and $\varepsilon=E-\mu$, the ramp is $f=\frac12-\varepsilon/2b$, and
\begin{align}
P&=\int_{-b}^{b}\left(\frac14-\frac{\varepsilon^2}{4b^2}\right)d\varepsilon
=\frac b3,\\
U&=2\int_0^b\varepsilon\left(\frac12-\frac{\varepsilon}{2b}\right)d\varepsilon
=\frac{b^2}{6}.
\end{align}
Eliminating $b$ gives $P=\sqrt{2U/3}=eV\sqrt{s(1-s)/3}$. Within this cold-reservoir model, any energy-conserving redistribution obeys $F\le\pi/(4\sqrt3)\simeq0.453$. The hot-electron value lies below this bound.

\textbf{Q.} What replaces it when the reservoirs are warm?

\textbf{A.} Each reservoir adds $\pi^2(kT)^2/6$ to $w$, so $T_e^2=T^2+a^2s(1-s)$, with $a=\sqrt3eV/(\pi k)$. Put $s=\frac12+y$ and $B^2=T^2+a^2/4$. Then
\begin{equation}
\int_{-1/2}^{1/2}\sqrt{B^2-a^2y^2}\,dy
=\frac T2+\frac{B^2}{a}\arcsin\frac{a}{2B}.
\end{equation}
Let $z=a/2T=\sqrt3eV/(2\pi kT)$. The arcsine equals $\arctan z$, and $B^2/a=T(1+z^2)/2z$. Equation~\eqref{eq:noise} becomes
\begin{equation}
S=\frac{2kT}{R}\left[1+\left(z+\frac1z\right)\arctan z\right].
\label{eq:hot}
\end{equation}
As $z\to0$ the bracket tends to 2, which restores $4kT/R$. At low bias the order of the two results reverses. With $u=eV/kT$, \eqref{eq:free} gives $(4kT/R)(1+u^2/36)$ and \eqref{eq:hot} gives $(4kT/R)(1+u^2/4\pi^2)$, which is smaller. Complete thermalization raises the total noise only for $eV$ above about $7kT$, and raises $P$ at the midpoint only above about $15kT$. With partial energy sharing both thresholds depend on the strength and energy dependence of the collisions. The bias above which the total noise rises lies between about $5.5kT$ and $7.5kT$; the bias above which the midpoint $P$ rises is about $6kT$ to $7kT$ for weak collisions and climbs towards $15kT$ as they strengthen.

\section{Two palladium wires}

\textbf{Q.} Put numbers on my samples.

\textbf{A.} Take palladium films 50~nm wide and 20~nm thick, at 0.20~mV and 0.050~K, so $eV/kT=46.4$. A rough resistivity of 20~$\mu\Omega$\,cm is $200~\Omega$\,nm. A 100~nm wire has $R=200\times100/(50\times20)=20~\Omega$ and carries $10~\mu$A. A 5000~nm wire has $1000~\Omega$ and carries $0.200~\mu$A.

At a given resistivity, palladium's large density of states means slow diffusion. A rough electronic heat coefficient $\gamma=1000$~J/(m$^3$\,K$^2$) gives $\nu=3\gamma/(\pi^2k^2)\simeq260$ per eV\,nm$^3$, and $D=\sigma/(e^2\nu)\simeq1.2$~cm$^2$/s.

For the collision time I use an order-of-magnitude argument: $\hbar/\tau_{ee}$ is about the level spacing in the volume explored during $\hbar/eV$. The diffusion length in that time is $\sqrt{\hbar D/eV}\simeq20$~nm, and the film is 20~nm thick. Thus
\begin{equation}
\tau_{ee}\sim\hbar\nu\,(20\times20\times20~{\rm nm}^3)
\simeq1.4~{\rm ns},\qquad L_{ee}=\sqrt{D\tau_{ee}}\simeq0.4~\mu{\rm m}.
\end{equation}
The ratio $L^2/(D\tau_{ee})$ is about 0.06 for the short wire and 150 for the long one. This estimate drops all numerical factors. The golden-rule rate for screened Coulomb interaction alone gives an energy-loss time near 18~ns at $eV$, hence $L_{ee}\simeq1.5~\mu$m and ratios of about 0.005 and 11. On either estimate the wires lie on opposite sides of the crossover, but the long wire may be only moderately beyond it.

\textbf{Q.} What should I measure?

\textbf{A.} In the two ideal limits, \eqref{eq:free} and \eqref{eq:hot} give
\begin{align}
S_{\rm short}&=2e(10~\mu{\rm A})(0.362)=1.16\times10^{-24}~{\rm A^2/Hz},\\
S_{\rm long}&=2e(0.200~\mu{\rm A})(0.436)=2.79\times10^{-26}~{\rm A^2/Hz}.
\end{align}
The short-wire ratio exceeds $1/3$ because of the thermal term: $(1+4/46.4)/3=0.362$. The slope $(dS/dI)/2e$ removes that constant offset and gives 0.333. For the long wire the slope is 0.431. With good screening the diffusion frequency $D/(2\pi L^2)\simeq0.8$~MHz is not a cutoff. The current stays uniform up to about $1/(2\pi RC)$, above $10^{11}$~Hz for the long wire with a capacitance of 50 to 200~pF/m. The low-frequency formulas need a frequency well below $kT/h\simeq1$~GHz.

\textbf{Q.} How far can a real film depart from those limits?

\textbf{A.} Incomplete energy sharing is the first concern. The relaxation model $Df''=(f-f_{\rm Fermi})/\tau_{ee}$, with cold reservoirs and the $\mu$ and $T_e$ derived above, gives $F=0.334$ for the short wire and 0.421 for the long one. If collisions are ten times faster, the short wire has 0.341; if ten times slower, the long wire has 0.396. The slower case is close to the screened-Coulomb rate: the kinetic equation with that collision integral gives about 0.40 for the long wire with cold reservoirs. Spin fluctuations in palladium may shorten $\tau_{ee}$; six times the screened-Coulomb rate gives about 0.42 for the long wire and 0.334 for the short one. The resistivity and heat coefficient are rough values for a disordered film, not measurements of your sample. With a rough Fermi speed of $3\times10^5$~m/s, the mean free path is about 1.2~nm, well below both lengths. The impurity time is then about 4~fs, far shorter than $\tau_{ee}$. That speed is probably high for this $\nu$: together they imply a Fermi-surface area about twice that of a sphere with the Brillouin zone's volume. Half the speed gives 2.4~nm and 16~fs, and the same conclusions. The weak-localization scale $2e^2R/h$ is 0.08 for the long wire; if the wire is coherent throughout, the relative change in conductance is at most a third of that. Energy exchange also destroys coherence, over a length no greater than about $L_{ee}$, which limits the correction to roughly $(2e^2R/h)L_{ee}/L$, about two per cent or less for the collision times above.

The pads must also stay cold. Suppose half the Joule power enters each pad through a resistance $R_p$. With $\mathcal L=\pi^2k^2/(3e^2)$, the Wiedemann--Franz law gives $\mathcal L(T_p^2-T^2)/2=(V^2/2R)R_p$. An assumed $R_p=0.010~\Omega$, which calls for thick, clean pads, warms the short wire's ends to 0.058~K and raises $S/(2eI)$ from 0.362 to 0.366. This heating grows with voltage, so the slope does not remove it: the slope rises from 0.333 to 0.34. With $R_p=0.1~\Omega$ the ratio would be 0.39 and the slope 0.38.

\textbf{Q.} And phonons?

\textbf{A.} They remove energy, so $w''=0$ fails. In the hot-electron regime, with the phonons held at the bath temperature $T$, the heat balance is
\begin{equation}
\frac{\mathcal L\sigma}{2}\frac{d^2T_e^2}{dx^2}
=-\sigma\left(\frac VL\right)^2+\Sigma(T_e^5-T^5).
\end{equation}
With a rough $\Sigma=2\times10^9$~W/(m$^3$\,K$^5$), the long wire's peak temperature falls from 0.642 to 0.636~K and $S/(2eI)$ from 0.436 to 0.432; its slope falls from 0.431 to 0.417. The shift is small even though the electron--phonon length $\sqrt{D\gamma/(5\Sigma T_e^3)}$ at the peak temperature is only about 7~$\mu$m, not much longer than the wire. At the same voltage and bath temperature, a 50~$\mu$m wire gives 0.334. That figure is sensitive to $\Sigma$: halving or doubling it gives 0.361 or 0.305. If the film's phonons are tied to the substrate by a heat flux per area $G(T_{\rm ph}^4-T^4)$ with an assumed $G=125$~W/(m$^2$\,K$^4$), it rises to 0.337 (0.350 for $G$ four times smaller), and the slopes quoted below rise by up to 0.01. The $T^5$ law is itself empirical here, because thermal phonon wavelengths exceed both the mean free path and the film thickness.

Phonon cooling can thus bring the ratio down to the value for electrons that keep their energy, 0.362 at this bath temperature. In this model that happens at about 35~$\mu$m, although the electrons there exchange energy strongly and also lose it to phonons. One reading of $S/(2eI)$ therefore cannot identify the regime. The slope helps: it is about 0.25 for the 35~$\mu$m wire and 0.21 for the 50~$\mu$m wire, against 0.333. Alone it is ambiguous too, since it passes through 0.333 near 17~$\mu$m, where the ratio is about 0.405; ratio and slope must be read together. Even the pair does not separate pad heating from partial energy sharing: with screened-Coulomb collisions and cold pads a 2.2~$\mu$m wire gives about 0.39 and 0.385, close to the short wire with $R_p=0.1~\Omega$. Compare lengths at fixed voltage: shortening the 50~$\mu$m wire to 5~$\mu$m raises the ratio, because less heat is lost to phonons, whereas shortening the 5~$\mu$m wire to 100~nm lowers it, because the electrons no longer share their energy. The second comparison needs cold pads, since pad heating raises the short wire's ratio. With screened-Coulomb collisions the 5~$\mu$m wire reads about 0.41 at this bath temperature, and the short wire reaches that value at $R_p\simeq0.2~\Omega$.

\section*{Calculated quantities}
\begin{verbatim}
F without energy exchange = 0.3333
F with strong energy sharing = 0.4330
Upper bound on F, energy conserved = 0.4534
Random wire: channels 80, barriers 40, samples 20
Random wire: barrier transmission = 0.80
Random wire: mean transmission = 0.0902, ohmic 0.0909
Random wire: F = 0.3356 +/- 0.0037
Collision test position s = 0.25
Excess energy U/(eV)^2 there = 0.09375
P/eV before collisions = 0.1875
P/eV after collisions = 0.2386, predicted 0.2387
Midpoint P/eV: two-step 1/4 = 0.2500, Fermi = 0.2757
Midpoint P/eV: numerical maximum = 0.2884
Relaxation model L^2/(D tau) = 1: F = 0.3460
Relaxation model L^2/(D tau) = 10: F = 0.3885
Relaxation model L^2/(D tau) = 100: F = 0.4179
Relaxation model L^2/(D tau) = 1000: F = 0.4291
Voltage = 0.20 mV; bath = 0.050 K
eV/kT = 46.4
Width, thickness = 50, 20 nm
Short, long length = 100, 5000 nm
Rough resistivity = 20 microohm cm
Rough electronic heat coefficient = 1000 J/(m^3 K^2)
Density of states = 255.5 per eV nm^3
Diffusivity = 1.22 cm^2/s
Short wire: R = 20.0 ohm, I = 10.00 uA
Long wire: R = 1000.0 ohm, I = 0.200 uA
Short wire ideal noise = 1.160e-24 A^2/Hz
Long wire ideal noise = 2.791e-26 A^2/Hz
S/(2eI) at bath: short 0.3621, long 0.4356
Slope dS/dI/(2e): short 0.3333, long 0.4305
Peak electron temperature, no phonons = 0.642 K
Energy diffusion length = 20.1 nm
Rough tau_ee = 1.35 ns; L_ee = 406 nm
L^2/(D tau_ee): short 0.061, long 151
Cold-bath model F: short 0.3342, long 0.4209
Short-wire F if collisions 10x faster = 0.3415
Long-wire F if collisions 10x slower = 0.3961
Rough phonon coupling = 2.0e+09 W/(m^3 K^5)
Long wire with phonons: peak T = 0.636 K
Long wire with phonons: S/(2eI) = 0.4320
At 50000 nm with phonons: S/(2eI) = 0.3338
Assumed pad resistance = 0.010 ohm
Short-wire heated pad = 0.058 K; S/(2eI) = 0.3664
Rough Fermi speed = 3.0e+05 m/s
Rough mean free path = 1.22 nm
Weak-localization scale 2e^2R/h, long = 0.077
Long-wire diffusion frequency = 0.78 MHz
\end{verbatim}
